# Why Fe–O Hybridization Can Favour Perpendicular Magnetization at Fe/MgO: test program

```python
# Result under test: a minority-spin d_xz,d_yz pair at an Fe/MgO interface has
# K = Omega(in-plane) - Omega(perpendicular) >= 0. Fe-O pi coupling V can turn
# K on by raising a filled pair through the Fermi level (energy zero).
# For pair levels e0 +/- R, R^2 = d^2 + (xi cos(theta)/2)^2:
# K = Z < max(|u|,R_perp) - max(|u|,d) >, u = e0 + V^2/|e_p|,
# Z = 1/(1 + V^2/e_p^2). Here xi is spin-orbit strength, d half the pair
# splitting without it, e_p the O p energy, and < > the zone average.
# Energies are in eV; K is per interface Fe atom.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad

xi = 0.050
t2g_level = -0.25
eg_level = 0.80
hop = 0.10
oxygen_level = -4.50
v_pi = 0.70
v_sigma = 1.40
exchange = 2.50
lattice_nm = 0.287
moment_bohr = 2.2
temperature = 300.0
broadening = 0.10
grid = 48
kt = const.k * temperature / const.e


def cosines(n):
    # The Hamiltonians depend only on cosines: one quarter zone suffices.
    k = (np.arange(n) + 0.5) * np.pi / n
    x, y = np.meshgrid(np.cos(k), np.cos(k), indexing="ij")
    return x.ravel(), y.ravel()


def grand_potential(energies, thermal=0.0):
    if thermal == 0.0:
        values = np.minimum(energies, 0.0)
    else:
        values = -thermal * np.logaddexp(0.0, -energies / thermal)
    return values.sum(axis=-1).mean()


def pair_formula(centre, half_soc, n=grid, hopping=hop):
    x, y = cosines(n)
    u = centre + hopping * (x + y)
    d = np.abs(hopping * (x - y))
    r = np.hypot(d, half_soc)
    return np.mean(np.maximum(abs(u), r) - np.maximum(abs(u), d))


def pair_oxygen_levels(v, cos_theta, level=t2g_level, hopping=hop):
    x, y = cosines(grid)
    h = np.zeros((x.size, 4, 4), complex)
    h[:, 0, 0] = level + 2 * hopping * x
    h[:, 1, 1] = level + 2 * hopping * y
    h[:, 0, 1] = -0.5j * xi * cos_theta
    h[:, 1, 0] = 0.5j * xi * cos_theta
    for i in range(2):
        h[:, i, i + 2] = h[:, i + 2, i] = v
        h[:, i + 2, i + 2] = oxygen_level
    return np.linalg.eigvalsh(h)


def pair_explicit(v, thermal=0.0, level=t2g_level, hopping=hop):
    plane = pair_oxygen_levels(v, 0.0, level, hopping)
    perp = pair_oxygen_levels(v, 1.0, level, hopping)
    return grand_potential(plane, thermal) - grand_potential(perp, thermal)


# Angular momentum in complex d orbitals m=-2..2, then in real orbitals
# ordered xz, yz, z2, xy, x2-y2.
m = np.arange(-2, 3)
lz = np.diag(m).astype(complex)
raising = np.zeros((5, 5), complex)
for i in range(4):
    raising[i + 1, i] = np.sqrt(6 - m[i] * (m[i] + 1))
lx = (raising + raising.conj().T) / 2
ly = (raising - raising.conj().T) / (2j)
s = 1 / np.sqrt(2)
real_basis = np.array([
    [0, s, 0, -s, 0],
    [0, 1j * s, 0, 1j * s, 0],
    [0, 0, 1, 0, 0],
    [1j * s, 0, 0, 0, -1j * s],
    [s, 0, 0, 0, s]], complex).T
orbital_l = [real_basis.conj().T @ a @ real_basis for a in (lx, ly, lz)]
assert np.allclose(orbital_l[0] @ orbital_l[1] - orbital_l[1] @ orbital_l[0],
                   1j * orbital_l[2])
assert np.allclose(orbital_l[0][:2, :2], 0)
assert np.allclose(orbital_l[1][:2, :2], 0)
assert np.isclose(abs(orbital_l[2][0, 1]), 1)
assert np.isclose(abs(orbital_l[0][2, 1]), np.sqrt(3))
pauli = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]], complex)]


def spin_levels(theta, vp, vs, d_count=5, split=exchange,
                eg=eg_level, xy_shift=0.0):
    # Both spins, selected d orbitals and O px, py, pz.
    x, y = cosines(grid)
    static = np.zeros((8, 8), complex)
    static[range(8), range(8)] = [t2g_level, t2g_level, eg,
                                  t2g_level + xy_shift, eg,
                                  oxygen_level, oxygen_level, oxygen_level]
    for d_index, p_index, v in ((0, 5, vp), (1, 6, vp), (2, 7, vs)):
        static[d_index, p_index] = static[p_index, d_index] = v
    h0 = np.kron(np.eye(2), static)
    for sigma, angular in zip(pauli, orbital_l):
        padded = np.zeros((8, 8), complex)
        padded[:5, :5] = angular
        h0 += xi / 2 * np.kron(sigma, padded)
    majority = (np.eye(2) + np.sin(theta) * pauli[0]
                + np.cos(theta) * pauli[2]) / 2
    h0 -= split * np.kron(majority, np.diag([1] * 5 + [0] * 3))
    dispersion = np.zeros((x.size, 8))
    dispersion[:, 0] = 2 * hop * x
    dispersion[:, 1] = 2 * hop * y
    dispersion[:, 3] = 2 * hop * (x + y)
    h = np.broadcast_to(h0, (x.size, 16, 16)).copy()
    h[:, range(16), range(16)] += np.tile(dispersion, (1, 2))
    keep = list(range(d_count)) + [5, 6, 7]
    keep += [i + 8 for i in keep]
    return np.linalg.eigvalsh(h[:, keep][:, :, keep])


def spin_anisotropy(vp, vs, thermal=0.0, **options):
    plane = spin_levels(np.pi / 2, vp, vs, **options)
    perp = spin_levels(0.0, vp, vs, **options)
    return grand_potential(plane, thermal) - grand_potential(perp, thermal)


# Main formula against diagonalization with oxygen retained.
threshold = -v_pi**2 / abs(oxygen_level)
z_weight = 1 / (1 + (v_pi / oxygen_level)**2)
k_bare = pair_explicit(0.0)
k_pair = pair_explicit(v_pi)
k_formula = z_weight * pair_formula(t2g_level - threshold, xi / 2)
k_fine = z_weight * pair_formula(t2g_level - threshold, xi / 2, n=600)
assert abs(k_bare) < 1e-11
assert k_pair > 0
assert np.isclose(k_pair, k_formula, rtol=0.01)
# The finite zone grid, not the energy formula, sets this tolerance.
assert np.isclose(k_formula, k_fine, rtol=0.03)

# Onset and eventual emptying of the pair.
v_critical = np.sqrt(abs(oxygen_level) * -(t2g_level + 2 * hop + xi / 2))
assert abs(pair_explicit(0.99 * v_critical)) < 1e-11
assert pair_explicit(1.05 * v_critical) > 1e-6
couplings = [0.0, 0.3, 0.5, 0.7, 1.0, 1.6]
scan = [pair_explicit(v) for v in couplings]
assert scan[-1] < 0.1 * k_pair

# Sign theorem at every fixed electron number for random real pair bands.
rng = np.random.default_rng(7)
for trial in range(200):
    a = rng.normal(size=(5, 2, 2))
    plane_h = (a + a.transpose(0, 2, 1)) / 2
    perp_h = plane_h + rng.uniform(0.01, 1) * pauli[1]
    plane_e = np.sort(np.linalg.eigvalsh(plane_h).ravel())
    perp_e = np.sort(np.linalg.eigvalsh(perp_h).ravel())
    assert np.all(np.cumsum(perp_e) <= np.cumsum(plane_e) + 1e-11)

# Flat-pair limit and weak spin-orbit limit.
offset = 0.010
flat_direct = pair_explicit(v_pi, level=threshold + offset, hopping=0.0)
flat_formula = z_weight * max(0.0, xi / 2 - offset)
assert np.isclose(flat_direct, flat_formula, rtol=0.01)
x, y = cosines(600)
u = t2g_level - threshold + hop * (x + y)
d = abs(hop * (x - y))
single = abs(u) < d
inverse_gap = np.sum(1 / (2 * d[single])) / d.size
weak = xi / 50
weak_exact = pair_formula(t2g_level - threshold, weak / 2, n=600)
assert np.isclose(weak_exact, (weak / 2)**2 * inverse_gap, rtol=0.05)
k_second = z_weight * (xi / 2)**2 * inverse_gap

# Minority-spin projection at a tilted angle, then finite exchange.
plane = spin_levels(np.pi / 2, v_pi, 0.0, d_count=2, split=1000.0)
tilt = spin_levels(np.pi / 4, v_pi, 0.0, d_count=2, split=1000.0)
k_tilt = grand_potential(plane) - grand_potential(tilt)
tilt_formula = z_weight * pair_formula(t2g_level - threshold,
                                       xi / 2 * np.cos(np.pi / 4))
assert np.isclose(k_tilt, tilt_formula, rtol=0.01)
k_spin_pair = spin_anisotropy(v_pi, 0.0, d_count=2)
assert 0 < k_pair - k_spin_pair < 2 * (xi / 2)**2 / (0.8 * exchange)


def broadened_energy(e, gamma):
    return e / 2 - (e * np.arctan(e / gamma)
                    - gamma / 2 * np.log(e**2 + gamma**2)) / np.pi


def broadened_gain(u, d, half_soc, gamma):
    r = np.hypot(d, half_soc)
    return (broadened_energy(u + d, gamma) + broadened_energy(u - d, gamma)
            - broadened_energy(u + r, gamma) - broadened_energy(u - r, gamma))


# Broadened energy against integration of the Green-function spectrum.
test_u, test_d = -0.02, 0.05
test_plane = np.diag([test_u + test_d, test_u - test_d]).astype(complex)
test_perp = test_plane + xi / 2 * pauli[1]


def spectral_difference(e):
    z = (e + 1j * broadening) * np.eye(2)
    density = [-np.trace(np.linalg.inv(z - h)).imag / np.pi
               for h in (test_plane, test_perp)]
    return e * (density[0] - density[1])


integral = (quad(spectral_difference, -1, 0, epsabs=1e-11, limit=200)[0]
            + quad(spectral_difference, -100, -1, epsabs=1e-11, limit=200)[0])
assert np.isclose(integral,
                  broadened_gain(test_u, test_d, xi / 2, broadening),
                  rtol=1e-3, atol=1e-8)
k_broad = z_weight * np.mean(broadened_gain(u, d, xi / 2, broadening))
k_broad_bare = np.mean(broadened_gain(u + threshold, d, xi / 2, broadening))
k_warm = pair_explicit(v_pi, kt)
k_warm_bare = pair_explicit(0.0, kt)
assert min(k_broad, k_broad_bare, k_warm, k_warm_bare) > 0

# Other d orbitals, spin flips, and sensitivity to their levels.
larger = []
for label, count, split in (("xz,yz,z2; no spin flips", 3, 1000.0),
                            ("five d; no spin flips", 5, 1000.0),
                            ("five d; both spins", 5, exchange)):
    without = spin_anisotropy(0.0, 0.0, d_count=count, split=split)
    with_o = spin_anisotropy(v_pi, v_sigma, d_count=count, split=split)
    larger.append((label, without, with_o))
k_full_bare, k_full = larger[-1][1:]
assert k_full > k_full_bare
k_full_warm = spin_anisotropy(v_pi, v_sigma, kt)
k_pi_only = spin_anisotropy(v_pi, 0.0)
k_sigma_only = spin_anisotropy(0.0, v_sigma)
sensitivity = []
for eg in (0.5, 1.2):
    for shift in (-0.2, 0.2):
        values = [spin_anisotropy(vp, vs, eg=eg, xy_shift=shift)
                  for vp, vs in ((0.0, 0.0), (v_pi, v_sigma))]
        sensitivity.append((eg, shift, *values))

area = (lattice_nm * 1e-9)**2
to_surface = const.e / area * 1e3
bohr_magneton = const.physical_constants["Bohr magneton"][0]
magnetization = moment_bohr * bohr_magneton / ((lattice_nm * 1e-9)**3 / 2)
shape_density = const.mu_0 * magnetization**2 / 2


def balance_nm(k):
    return k * to_surface * 1e-3 / shape_density * 1e9


filled_bare = np.mean((u + threshold + d < 0).astype(float)
                      + (u + threshold - d < 0))
filled_o = np.mean((u + d < 0).astype(float) + (u - d < 0))
print(f"Spin-orbit strength: {xi:.3f} eV; dd-pi hopping: {hop:.2f} eV")
print(f"Bare t2g, eg levels: {t2g_level:.2f}, {eg_level:.2f} eV")
print(f"O p level: {oxygen_level:.2f} eV; exchange: {exchange:.2f} eV")
print(f"Fe-O pi, sigma couplings: {v_pi:.2f}, {v_sigma:.2f} eV")
print(f"Lattice spacing: {lattice_nm:.3f} nm; moment: {moment_bohr:.1f} mu_B")
print(f"Pair threshold e*: {threshold:.4f} eV; d weight Z: {z_weight:.4f}")
print(f"Onset coupling V_c: {v_critical:.3f} eV")
print(f"Pair electrons without, with O: {filled_bare:.3f}, {filled_o:.3f}")
print(f"Pair K without O: {abs(k_bare)*1e3:.4f} meV/atom")
print(f"Pair K with O, diagonalized: {k_pair*1e3:.4f} meV/atom")
print(f"Pair K with O, formula: {k_formula*1e3:.4f} meV/atom")
print(f"Pair K formula, fine grid: {k_fine*1e3:.4f} meV/atom")
print(f"Pair K per area: {k_pair*to_surface:.3f} mJ/m2")
print(f"Second-order pair K: {k_second*1e3:.4f} meV/atom")
print(f"Flat pair offset: {offset*1e3:.1f} meV")
print(f"Flat pair K direct, formula: {flat_direct*1e3:.3f}, "
      f"{flat_formula*1e3:.3f} meV/atom")
print(f"In-plane minus 45-degree energy: {k_tilt*1e3:.4f} meV/atom")
for v, value in zip(couplings, scan):
    print(f"Pair K at V={v:.1f} eV: {value*1e3:.4f} meV/atom")
print(f"Pair K including spin flips: {k_spin_pair*1e3:.4f} meV/atom")
print(f"Temperature: {temperature:.0f} K; kT: {kt*1e3:.2f} meV")
print(f"Warm pair K without, with O: {k_warm_bare*1e3:.4f}, "
      f"{k_warm*1e3:.4f} meV/atom")
print(f"Broadening half-width: {broadening:.2f} eV")
print(f"Broadened pair K without, with O: {k_broad_bare*1e3:.4f}, "
      f"{k_broad*1e3:.4f} meV/atom")
for label, without, with_o in larger:
    print(f"K [{label}] without, with O: {without*1e3:.3f}, "
          f"{with_o*1e3:.3f} meV/atom")
print(f"Five-d K, pi only: {k_pi_only*1e3:.3f} meV/atom")
print(f"Five-d K, sigma only: {k_sigma_only*1e3:.3f} meV/atom")
print(f"Five-d K with O at 300 K: {k_full_warm*1e3:.3f} meV/atom")
print(f"Five-d K with O per area, 0 K: {k_full*to_surface:.3f} mJ/m2")
for eg, shift, without, with_o in sensitivity:
    print(f"K at eg={eg:.1f}, xy shift={shift:+.1f} eV, without/with O: "
          f"{without*1e3:.3f}/{with_o*1e3:.3f} meV")
print(f"Magnetostatic energy density: {shape_density/1e6:.3f} MJ/m3")
print(f"Balance thickness, pair K: {balance_nm(k_pair):.3f} nm")
print(f"Balance thickness, five-d K (negative means none): "
      f"{balance_nm(k_full):.3f} nm")
print("all good")
```

Output:

```
Spin-orbit strength: 0.050 eV; dd-pi hopping: 0.10 eV
Bare t2g, eg levels: -0.25, 0.80 eV
O p level: -4.50 eV; exchange: 2.50 eV
Fe-O pi, sigma couplings: 0.70, 1.40 eV
Lattice spacing: 0.287 nm; moment: 2.2 mu_B
Pair threshold e*: -0.1089 eV; d weight Z: 0.9764
Onset coupling V_c: 0.335 eV
Pair electrons without, with O: 2.000, 1.500
Pair K without O: 0.0000 meV/atom
Pair K with O, diagonalized: 1.5076 meV/atom
Pair K with O, formula: 1.5067 meV/atom
Pair K formula, fine grid: 1.5242 meV/atom
Pair K per area: 2.933 mJ/m2
Second-order pair K: 1.5233 meV/atom
Flat pair offset: 10.0 meV
Flat pair K direct, formula: 14.651, 14.646 meV/atom
In-plane minus 45-degree energy: 0.7497 meV/atom
Pair K at V=0.0 eV: 0.0000 meV/atom
Pair K at V=0.3 eV: 0.0000 meV/atom
Pair K at V=0.5 eV: 1.1833 meV/atom
Pair K at V=0.7 eV: 1.5076 meV/atom
Pair K at V=1.0 eV: 1.4724 meV/atom
Pair K at V=1.6 eV: 0.0213 meV/atom
Pair K including spin flips: 1.3934 meV/atom
Temperature: 300 K; kT: 25.85 meV
Warm pair K without, with O: 0.2059, 1.3712 meV/atom
Broadening half-width: 0.10 eV
Broadened pair K without, with O: 0.4435, 0.8814 meV/atom
K [xz,yz,z2; no spin flips] without, with O: -1.814, 0.530 meV/atom
K [five d; no spin flips] without, with O: -0.964, 1.028 meV/atom
K [five d; both spins] without, with O: -1.100, 1.126 meV/atom
Five-d K, pi only: 0.744 meV/atom
Five-d K, sigma only: -0.646 meV/atom
Five-d K with O at 300 K: 0.978 meV/atom
Five-d K with O per area, 0 K: 2.191 mJ/m2
K at eg=0.5, xy shift=-0.2 eV, without/with O: -0.636/1.899 meV
K at eg=0.5, xy shift=+0.2 eV, without/with O: -2.437/0.413 meV
K at eg=1.2, xy shift=-0.2 eV, without/with O: -0.170/1.705 meV
K at eg=1.2, xy shift=+0.2 eV, without/with O: -2.152/0.038 meV
Magnetostatic energy density: 1.872 MJ/m3
Balance thickness, pair K: 1.566 nm
Balance thickness, five-d K (negative means none): 1.170 nm
all good
```
